**Level-set motion and the etching of a circular groove**

The program tests $\phi_t+F|\nabla\phi|=0$ on the zero contour of $\phi$, where $F$ is the normal speed from solid towards gas. For a moving, turning ellipse, it asserts that the speed of the parametrized curve, the ratio $-\phi_t/|\nabla\phi|$ and the measured normal displacement agree; the largest difference printed is $5.7\times10^{-9}$. A circle shows that a valid $\phi$ need not obey the equation away from its contour.

For a groove etched at neutral rate $R_c$ and vertical-ion rate $R_i$, the program tests constant depth $d$ and $w^2=w_0^2+2R_cdt$, where $w$ is the half-width, $w_0$ its initial value and $t$ the time. An explicit envelope of wavelets gives a final half-width of 979.79 nm, against 979.80 nm from the formula. A finite-difference solution is asserted to approach the derived profile, and its mean error falls from 0.65 to 0.32 nm when the grid spacing is halved. The program also sizes heating, angle-dependent ion yield, neutral depletion, ion angular spread and gas collisions from rough inputs.

## Numerical verification

```python
"""
Result under test: if the zero contour of phi moves with normal speed F, then
    phi_t + F |grad phi| = 0   on that contour.
phi < 0 in the solid, phi > 0 in the gas; n = grad phi/|grad phi| points to gas.
F > 0 is deposition, F < 0 is etching.

Application: etching of a circular groove, F = -(Rc + Ri*n_z), with
    Rc  neutral (isotropic) etch rate, Ri  vertical-ion etch rate on a flat,
    a   groove radius, c  height of its centre above the flat, d = a - c depth,
    w   half-width of the groove at the flat surface.
Derived: d is constant and w^2 = w0^2 + 2*Rc*d*t.
Lengths in nm and times in min, except in the dimensionless kinematic tests.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def derivatives(phi, x, z, t, step):
    """Central differences: phi_t, phi_x, phi_z."""
    return ((phi(x, z, t + step) - phi(x, z, t - step)) / (2 * step),
            (phi(x + step, z, t) - phi(x - step, z, t)) / (2 * step),
            (phi(x, z + step, t) - phi(x, z - step, t)) / (2 * step))


# ---------- Kinematics: a growing, turning, drifting ellipse ----------
def ellipse_state(t):
    return 2 + 0.3 * t, 1 + 0.5 * t**2, 0.4 * t, 0.2 * t


def ellipse_point(s, t, slide):
    """Point on the curve; slide adds motion of the label along the curve."""
    p, q, tilt, shift = ellipse_state(t)
    u, v = p * np.cos(s + slide * t), q * np.sin(s + slide * t)
    return np.array([shift + u * np.cos(tilt) - v * np.sin(tilt),
                     u * np.sin(tilt) + v * np.cos(tilt)])


def ellipse_phi(x, y, t):
    """Implicit form, multiplied by an arbitrary positive function."""
    p, q, tilt, shift = ellipse_state(t)
    u = (x - shift) * np.cos(tilt) + y * np.sin(tilt)
    v = -(x - shift) * np.sin(tilt) + y * np.cos(tilt)
    return np.exp(0.3 * x + 0.2 * y * t) * (u**2 / p**2 + v**2 / q**2 - 1)


t_test, eps = 0.7, 1e-5
worst_curve = worst_ray = 0.0
for slide in (0.0, 0.9):
    for s in np.linspace(0.1, 6.0, 9):
        point = ellipse_point(s, t_test, slide)
        velocity = (ellipse_point(s, t_test + eps, slide)
                    - ellipse_point(s, t_test - eps, slide)) / (2 * eps)
        tangent = (ellipse_point(s + eps, t_test, slide)
                   - ellipse_point(s - eps, t_test, slide))
        normal = np.array([tangent[1], -tangent[0]]) / np.hypot(*tangent)
        speed_curve = velocity @ normal
        pt, px, py = derivatives(ellipse_phi, *point, t_test, eps)
        speed_level = -pt / np.hypot(px, py)
        dt_ray = 1e-4
        hits = [brentq(lambda r: ellipse_phi(*(point + r * normal), tt),
                       -0.01, 0.01, xtol=1e-14)
                for tt in (t_test - dt_ray, t_test + dt_ray)]
        speed_ray = (hits[1] - hits[0]) / (2 * dt_ray)
        worst_curve = max(worst_curve, abs(speed_curve - speed_level))
        worst_ray = max(worst_ray, abs(speed_ray - speed_level))
        if slide == 0.0 and s == 0.1:
            sample_speed = speed_curve, speed_level, speed_ray
assert worst_curve < 1e-7
assert worst_ray < 1e-5


# The equation is forced on the contour only: circle r = 1 + t, F = 1.
def circle_phi(x, y, t):
    return x**2 + y**2 - (1 + t)**2


residuals = []
for radius in (1.5, 1.65):
    pt, px, py = derivatives(circle_phi, radius, 0.0, 0.5, eps)
    residuals.append(pt + np.hypot(px, py))
assert abs(residuals[0]) < 1e-8 and abs(residuals[1]) > 0.1

# ---------- Groove example ----------
Rc, Ri, a, c, t_end = 200.0, 100.0, 1000.0, 600.0, 2.0
flat_rate = Rc + Ri
depth = a - c
w0 = np.sqrt(a**2 - c**2)
w_end = np.sqrt(w0**2 + 2 * Rc * depth * t_end)
theta0 = np.arcsin(w0 / a)
theta_end = np.arcsin(w_end / (a + Rc * t_end))


def initial_height(x):
    return np.minimum(0.0, c - np.sqrt(np.maximum(a**2 - x**2, 0.0)))


def arc_phi(x, z, t):
    return a + Rc * t - np.hypot(x, z - c + Ri * t)


def exact_height(x, t):
    arc = c - Ri * t - np.sqrt(np.maximum((a + Rc * t)**2 - x**2, 0.0))
    return np.minimum(-flat_rate * t, arc)


# The arc function obeys the etch equation on and off its contour.
for x, z in ((300.0, -500.0), (-700.0, -900.0), (100.0, -200.0)):
    pt, px, pz = derivatives(arc_phi, x, z, 1.0, 1e-3)
    gradient = np.hypot(px, pz)
    assert abs(pt - (Rc + Ri * pz / gradient) * gradient) < 1e-4

# Evenly spaced vertical rays: share collected per length of a tilted facet.
x_probe = 400.0
rise = initial_height(x_probe + 0.5) - initial_height(x_probe - 0.5)
ray_share = 1.0 / np.hypot(1.0, rise)
_, px, pz = derivatives(arc_phi, x_probe, initial_height(x_probe), 0.0, 1e-4)
nz_probe = pz / np.hypot(px, pz)
assert abs(ray_share - nz_probe) < 1e-5

# Envelope of wavelets: discs of radius Rc*t carried down by Ri*t.
wave_angle = np.linspace(-np.pi / 2, np.pi / 2, 20001)


def wave_height(x, t):
    sources = x + Rc * t * np.sin(wave_angle)
    return np.min(initial_height(sources) - Rc * t * np.cos(wave_angle)) - Ri * t


def wave_rim(t):
    """Half-width where the envelope lies 0.01 nm below the flat."""
    return brentq(lambda x: -flat_rate * t - wave_height(x, t) - 0.01, 0.0, 1400.0)


rim_wave = wave_rim(t_end)
depth_wave = -flat_rate * t_end - wave_height(0.0, t_end)
assert abs(rim_wave - w_end) < 0.05      # threshold shifts the rim by 0.01 nm
assert abs(depth_wave - depth) < 0.01

# Vertical speed at fixed x against F*sqrt(1 + h_x^2).
dt = 0.01
vertical_wave = (wave_height(x_probe, t_end + dt)
                 - wave_height(x_probe, t_end - dt)) / (2 * dt)
slope = (wave_height(x_probe + 1, t_end) - wave_height(x_probe - 1, t_end)) / 2
stretch = np.sqrt(1 + slope**2)
F_probe = -(Rc + Ri / stretch)
vertical_formula = F_probe * stretch
assert abs(vertical_wave - vertical_formula) < 0.05


def facet_rim_speed(wall_rate, theta):
    """Horizontal speed of the meeting point of receding flat and wall."""
    lines = np.array([[0.0, 1.0], [-np.sin(theta), np.cos(theta)]])
    return np.linalg.solve(lines, np.array([-flat_rate, -wall_rate]))[0]


rim_speed_wave = (wave_rim(t_end + 0.05) - wave_rim(t_end - 0.05)) / 0.1
rim_speed_formula = Rc * np.tan(theta_end / 2)
rim_speed_facets = facet_rim_speed(Rc + Ri * np.cos(theta_end), theta_end)
assert abs(rim_speed_wave - rim_speed_formula) < 0.1
assert abs(rim_speed_facets - rim_speed_formula) < 1e-8


# Direct finite-difference solution of the level-set equation.
def solve_level_set(h):
    x = np.arange(0.0, 1400.0 + h / 2, h)
    z = np.arange(-1200.0, 200.0 + h / 2, h)
    X, Z = np.meshgrid(x, z, indexing="ij")
    phi = np.maximum(Z, a - np.hypot(X, Z - c))
    steps = int(np.ceil(t_end * (np.sqrt(2) * Rc + Ri) / (0.5 * h)))
    step = t_end / steps
    for _ in range(steps):
        # mirror plane at x = 0, linear continuation at the other edges
        px = np.vstack([phi[1], phi, 2 * phi[-1] - phi[-2]])
        pz = np.column_stack([2 * phi[:, 0] - phi[:, 1], phi,
                              2 * phi[:, -1] - phi[:, -2]])
        dx, dz = np.diff(px, axis=0) / h, np.diff(pz, axis=1) / h
        gx = np.maximum(np.maximum(dx[1:], 0), -np.minimum(dx[:-1], 0))
        gz = np.maximum(np.maximum(dz[:, 1:], 0), -np.minimum(dz[:, :-1], 0))
        phi = phi + step * (Rc * np.hypot(gx, gz) + Ri * dz[:, 1:])
    k = np.argmax(phi > 0, axis=1)
    rows = np.arange(len(x))
    low, high = phi[rows, k - 1], phi[rows, k]
    return x, z[k - 1] - h * low / (high - low)


mid_level = -flat_rate * t_end - depth / 2
mid_exact = np.sqrt((a + Rc * t_end)**2 - (c - Ri * t_end - mid_level)**2)
grid_results = []
for h in (10.0, 5.0):
    x_grid, profile = solve_level_set(h)
    error = np.abs(profile - exact_height(x_grid, t_end))
    inside = x_grid < w_end - 50
    mid_width = np.interp(mid_level, profile[inside], x_grid[inside])
    # a first-order scheme rounds the sharp rim over about one cell
    assert error.max() < 2 * h
    assert abs(mid_width - mid_exact) < 2 * h
    grid_results.append((h, error.mean(), error.max(), mid_width))
assert grid_results[0][1] > 1.5 * grid_results[1][1]

# ---------- Sizes of neglected effects (rough inputs) ----------
T, heating, activation = 300.0, 10.0, 0.1             # K, K, eV
kB_eV = const.k / const.e
heat_factor = np.exp(activation / kB_eV * (1 / T - 1 / (T + heating)))
w_hot = np.sqrt(w0**2 + 2 * Rc * heat_factor * depth * t_end)

yield_change = 0.2                                  # ion yield on the wall
rim_start = facet_rim_speed(Rc + Ri * np.cos(theta0), theta0)
rim_yield = facet_rim_speed(Rc + Ri * (1 + yield_change) * np.cos(theta0), theta0)

# Neutral flux in the initial groove, with diffuse re-emission from its wall.
reaction_probability, cells = 0.05, 401
width = 2 * theta0 / cells
angles = -theta0 + width * (np.arange(cells) + 0.5)
exchange = np.sin(np.abs(angles[:, None] - angles[None, :]) / 2) * width / 4
sky = 1 - exchange.sum(axis=1)
flux = np.linalg.solve(np.eye(cells) - (1 - reaction_probability) * exchange, sky)
sky_bottom, flux_bottom = sky[cells // 2], flux[cells // 2]
assert abs(sky_bottom - np.sin(np.arctan(w0 / depth))) < 1e-4
depth_loss = (1 - flux_bottom) * Rc * t_end

ion_spread = 5.0                                    # rms angle in plane, degrees
tilts = np.radians(np.linspace(-35, 35, 7001))
weights = np.exp(-tilts**2 / (2 * np.radians(ion_spread)**2))
ion_factor = np.sum(weights * np.cos(theta0 - tilts)) / np.sum(weights) / np.cos(theta0)
shadow_limit = 90 - np.degrees(theta0)

pressure_mTorr, diameter_nm = 10.0, 0.5
pressure = pressure_mTorr * 1e-3 * const.torr
free_path = const.k * T / (np.sqrt(2) * np.pi * (diameter_nm * 1e-9)**2 * pressure)
assert free_path * 1e9 > 100 * 2 * w0

# ---------- Output ----------
print("KINEMATIC TESTS (dimensionless)")
print(f"Ellipse sample speed, moving curve: {sample_speed[0]:.6f}")
print(f"Ellipse sample speed, -phi_t/|grad phi|: {sample_speed[1]:.6f}")
print(f"Ellipse sample speed, normal displacement: {sample_speed[2]:.6f}")
print(f"Largest difference, curve and level set: {worst_curve:.1e}")
print(f"Largest difference, displacement and level set: {worst_ray:.1e}")
print(f"Circle t=0.5, residual on contour r=1.5: {abs(residuals[0]):.1e}")
print(f"Circle t=0.5, residual off contour r=1.65: {residuals[1]:.4f}")
print("GROOVE EXAMPLE")
print(f"Neutral rate Rc: {Rc:.0f} nm/min; ion rate Ri: {Ri:.0f} nm/min")
print(f"Radius a: {a:.0f} nm; centre height c: {c:.0f} nm")
print(f"Etch time: {t_end:.1f} min")
print(f"Initial depth: {depth:.1f} nm; half-width: {w0:.1f} nm")
print(f"Initial wall slope angle at rim: {np.degrees(theta0):.2f} deg")
print(f"F on flat and at groove bottom: {-flat_rate:.1f} nm/min")
print(f"F on wall at rim, start: {-(Rc + Ri * np.cos(theta0)):.1f} nm/min")
print(f"n_z at x=400 nm, start: {nz_probe:.5f}; ray count: {ray_share:.5f}")
print(f"Flat surface height at end: {-flat_rate * t_end:.1f} nm")
print(f"Arc radius at end: {a + Rc * t_end:.1f} nm")
print(f"Arc centre height at end: {c - Ri * t_end:.1f} nm")
print(f"Final half-width, formula: {w_end:.2f} nm = {w_end / 1000:.4f} um")
print(f"Final half-width, wavelets: {rim_wave:.2f} nm")
print(f"Final depth below flat, wavelets: {depth_wave:.2f} nm")
print(f"Final wall slope angle at rim: {np.degrees(theta_end):.2f} deg")
print(f"Final rim speed, formula: {rim_speed_formula:.2f} nm/min")
print(f"Final rim speed, wavelets: {rim_speed_wave:.2f} nm/min")
print(f"At x=400 nm, end: slope {slope:.4f}, F {F_probe:.2f} nm/min")
print(f"  h_t formula {vertical_formula:.2f}, wavelets {vertical_wave:.2f} nm/min")
print(f"Half-width at half depth, formula: {mid_exact:.2f} nm")
for h, mean_error, max_error, mid_width in grid_results:
    print(f"Grid {h:.0f} nm: half-width at half depth {mid_width:.2f} nm")
    print(f"  profile error: mean {mean_error:.2f} nm, max {max_error:.2f} nm")
print("NEGLECTED EFFECTS (rough inputs)")
print(f"Heating {heating:.0f} K from {T:.0f} K, activation {activation:.2f} eV:")
print(f"  Rc up {100 * (heat_factor - 1):.1f} %, half-width up {w_hot - w_end:.1f} nm")
print(f"Ion yield on wall up {100 * yield_change:.0f} %: initial rim speed")
print(f"  changes from {rim_start:.1f} to {rim_yield:.1f} nm/min")
print(f"Neutral reaction probability: {reaction_probability:.2f}")
print(f"  direct sky share at bottom: {sky_bottom:.4f}")
print(f"  total flux at bottom / flat: {flux_bottom:.4f}")
print(f"  depth loss over the etch, about: {depth_loss:.1f} nm")
print(f"Ion spread {ion_spread:.0f} deg rms: wall flux factor {ion_factor:.4f}")
print(f"  shadowing begins at ion tilt: {shadow_limit:.1f} deg")
print(f"Gas {pressure_mTorr:.0f} mTorr, collision diameter {diameter_nm:.1f} nm:")
print(f"  mean free path {free_path * 1000:.1f} mm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
KINEMATIC TESTS (dimensionless)
Ellipse sample speed, moving curve: 0.590956
Ellipse sample speed, -phi_t/|grad phi|: 0.590956
Ellipse sample speed, normal displacement: 0.590956
Largest difference, curve and level set: 1.1e-10
Largest difference, displacement and level set: 5.7e-09
Circle t=0.5, residual on contour r=1.5: 0.0e+00
Circle t=0.5, residual off contour r=1.65: 0.3000
GROOVE EXAMPLE
Neutral rate Rc: 200 nm/min; ion rate Ri: 100 nm/min
Radius a: 1000 nm; centre height c: 600 nm
Etch time: 2.0 min
Initial depth: 400.0 nm; half-width: 800.0 nm
Initial wall slope angle at rim: 53.13 deg
F on flat and at groove bottom: -300.0 nm/min
F on wall at rim, start: -260.0 nm/min
n_z at x=400 nm, start: 0.91652; ray count: 0.91652
Flat surface height at end: -600.0 nm
Arc radius at end: 1400.0 nm
Arc centre height at end: 400.0 nm
Final half-width, formula: 979.80 nm = 0.9798 um
Final half-width, wavelets: 979.79 nm
Final depth below flat, wavelets: 400.00 nm
Final wall slope angle at rim: 44.42 deg
Final rim speed, formula: 81.65 nm/min
Final rim speed, wavelets: 81.65 nm/min
At x=400 nm, end: slope 0.2981, F -295.83 nm/min
  h_t formula -308.70, wavelets -308.70 nm/min
Half-width at half depth, formula: 721.11 nm
Grid 10 nm: half-width at half depth 718.74 nm
  profile error: mean 0.65 nm, max 2.97 nm
Grid 5 nm: half-width at half depth 719.93 nm
  profile error: mean 0.32 nm, max 1.43 nm
NEGLECTED EFFECTS (rough inputs)
Heating 10 K from 300 K, activation 0.10 eV:
  Rc up 13.3 %, half-width up 21.5 nm
Ion yield on wall up 20 %: initial rim speed
  changes from 100.0 to 115.0 nm/min
Neutral reaction probability: 0.05
  direct sky share at bottom: 0.8944
  total flux at bottom / flat: 0.9938
  depth loss over the etch, about: 2.5 nm
Ion spread 5 deg rms: wall flux factor 0.9962
  shadowing begins at ion tilt: 36.9 deg
Gas 10 mTorr, collision diameter 0.5 nm:
  mean free path 2.8 mm
ALL CHECKS PASSED
```
